# Force at a level crossing with integer and Fermi occupations: a program that tests the result

```python
"""Force at a crossing of two levels, with integer and with Fermi occupations.

Levels eA = sA*x and eB = sB*x (sA > sB), each spin-degenerate, hold two
electrons. Result under test, with D = sA - sB:
  integer occupations: the force jumps by 2*D at x = 0;
  Fermi occupations:   F = -(sA + sB) + D*tanh(D*x/(4*kT)) = -dA/dx,
where A = E - T*S is the electronic free energy at fixed electron number.
Units: x in angstrom, energies and kT in eV, forces in eV/angstrom.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import entr, expit

slopes = np.array([1.5, -0.5])
sA, sB = slopes
D = sA - sB
kT_main = 0.05
kT_list = [0.025, 0.05, 0.1]


def integer_energy(x):
    """Lowest energy over all placements of 2 electrons in 4 spin-orbitals."""
    orbitals = np.repeat(slopes * x, 2)
    return min(sum(pair) for pair in combinations(orbitals, 2))


def chemical_potential(x, kT):
    """Root of the electron-number condition."""
    def excess(mu):
        return 2 * np.sum(expit((mu - slopes * x) / kT)) - 2
    return brentq(excess, -5, 5, xtol=1e-14)


def occupations(x, kT):
    return expit((chemical_potential(x, kT) - slopes * x) / kT)


def energy(x, f):
    return 2 * np.sum(f * slopes * x)


def entropy_term(f, kT):
    """T*S for two spin channels."""
    return 2 * kT * np.sum(entr(f) + entr(1 - f))


def free_energy(x, kT):
    f = occupations(x, kT)
    return energy(x, f) - entropy_term(f, kT)


def occupation_force(x, kT):
    return -2 * np.sum(occupations(x, kT) * slopes)


def minus_derivative(function, x, h=1e-4):
    return -(function(x + h) - function(x - h)) / (2 * h)


def minus_curvature(function, x, h=1e-3):
    return -(function(x + h) - 2 * function(x) + function(x - h)) / h**2


def tanh_force(x, kT):
    return -(sA + sB) + D * np.tanh(D * x / (4 * kT))


# Integer occupations: continuous energy, discontinuous force
force_left = minus_derivative(integer_energy, -1e-3)
force_right = minus_derivative(integer_energy, 1e-3)
jump = force_right - force_left
assert abs(integer_energy(1e-9) - integer_energy(-1e-9)) < 1e-7
assert abs(force_left + 2 * sA) < 1e-8
assert abs(force_right + 2 * sB) < 1e-8
assert abs(jump - 2 * D) < 1e-8

# Fermi occupations: chemical potential, occupations and force
for x in [-0.3, -0.12, -0.03, 0.0, 0.05, 0.17, 0.3]:
    mu = chemical_potential(x, kT_main)
    assert abs(mu - (sA + sB) * x / 2) < 1e-9

    def trial_free_energy(fA):
        f = np.array([fA, 1 - fA])
        return energy(x, f) - entropy_term(f, kT_main)

    best = minimize_scalar(trial_free_energy, bounds=(0, 1),
                           method="bounded", options={"xatol": 1e-10})
    assert abs(best.x - 1 / (np.exp(D * x / (2 * kT_main)) + 1)) < 1e-6
    numeric = minus_derivative(lambda y: free_energy(y, kT_main), x)
    assert abs(numeric - occupation_force(x, kT_main)) < 2e-6
    assert abs(numeric - tanh_force(x, kT_main)) < 2e-6

# Width and central slope for several smearings
widths, central_slopes = [], []
for kT in kT_list:
    def fraction(x):
        return (occupation_force(x, kT) - force_left) / jump
    x10 = brentq(lambda x: fraction(x) - 0.1, -1, 1)
    x90 = brentq(lambda x: fraction(x) - 0.9, -1, 1)
    widths.append(x90 - x10)
    central_slopes.append(minus_curvature(lambda y: free_energy(y, kT), 0.0))
    assert abs(widths[-1] - 4 * kT * np.log(9) / D) < 1e-7
    assert abs(central_slopes[-1] / (D**2 / (4 * kT)) - 1) < 1e-3

# Entropy term at the crossing and area between sharp and rounded force
TS_crossing = entropy_term(occupations(0.0, kT_main), kT_main)
area = quad(lambda x: force_right - occupation_force(x, kT_main), 0, 1)[0]
assert abs(TS_crossing - 4 * kT_main * np.log(2)) < 1e-10
assert abs(area - TS_crossing) < 1e-6


# Error made when E is differentiated in place of A
def energy_force_error(x):
    slope = minus_derivative(
        lambda y: energy(y, occupations(y, kT_main)), x)
    return slope - occupation_force(x, kT_main)


for x in [-0.2, -0.05, 0.04, 0.1, 0.25]:
    u = D * x / (4 * kT_main)
    assert abs(energy_force_error(x) - D * u / np.cosh(u)**2) < 1e-5
worst = minimize_scalar(lambda x: -energy_force_error(x),
                        bounds=(0, 0.3), method="bounded")
worst_x, worst_error = worst.x, -worst.fun
assert worst_error > 0.1 * D


# Reservoir with chemical potential fixed at the crossing energy
def grand_potential(x):
    return -2 * kT_main * np.sum(np.logaddexp(0, -slopes * x / kT_main))


reservoir_slope = minus_curvature(grand_potential, 0.0)
reservoir_jump = (minus_derivative(grand_potential, 3.0)
                  - minus_derivative(grand_potential, -3.0))
assert abs(reservoir_slope / (np.sum(slopes**2) / (2 * kT_main)) - 1) < 1e-3
assert abs(reservoir_jump - 2 * D) < 1e-6

# Coupled levels at zero temperature: avoided crossing
V = 2 * kT_main


def coupled_energy(x):
    return 2 * np.linalg.eigvalsh([[sA * x, V], [V, sB * x]])[0]


coupled_slope = minus_curvature(coupled_energy, 0.0)
assert abs(coupled_slope / (D**2 / (2 * V)) - 1) < 1e-3
assert abs(coupled_slope / central_slopes[1] - 1) < 1e-3

# Worked example
to_nN = constants.e / constants.angstrom * 1e9
temperature = kT_main * constants.e / constants.k
print(f"slope sA = {sA:.2f} eV/angstrom")
print(f"slope sB = {sB:.2f} eV/angstrom")
print(f"slope difference D = {D:.2f} eV/angstrom")
print(f"smearing kT = {kT_main:.3f} eV, T = {temperature:.0f} K")
print(f"integer force, x < 0: {force_left:.3f} eV/angstrom")
print(f"integer force, x > 0: {force_right:.3f} eV/angstrom")
print(f"force jump: {jump:.3f} eV/angstrom = {jump * to_nN:.2f} nN")
print("x (angstrom), fA, smeared force, integer force (eV/angstrom)")
for x in [-0.20, -0.10, -0.05, 0.0, 0.05, 0.10, 0.20]:
    fA = occupations(x, kT_main)[0]
    smooth = occupation_force(x, kT_main)
    sharp = ("undefined" if x == 0 else
             f"{minus_derivative(integer_energy, x):.3f}")
    print(f"{x:6.2f}  {fA:.4f}  {smooth:7.4f}  {sharp}")
print("kT (eV), 10-90% width (angstrom), slope dF/dx (eV/angstrom^2)")
for kT, width, slope in zip(kT_list, widths, central_slopes):
    print(f"{kT:.3f}  {width:.4f}  {slope:.2f}")
print(f"10-90% width at main kT = {widths[1] * 100:.1f} pm")
print(f"T*S at the crossing = {TS_crossing:.4f} eV")
print(f"area between sharp and rounded force, x > 0 = {area:.4f} eV")
print(f"largest error of -dE/dx = {worst_error:.3f} eV/angstrom")
print(f"  found at x = {worst_x:.3f} angstrom (and opposite at -x)")
print(f"reservoir: slope dF/dx = {reservoir_slope:.2f} eV/angstrom^2")
print(f"reservoir: total force change = {reservoir_jump:.3f} eV/angstrom")
print(f"coupling V = {V:.3f} eV, zero temperature:")
print(f"  slope dF/dx = {coupled_slope:.2f} eV/angstrom^2")
print("verified")
```

Running it gives:

```
slope sA = 1.50 eV/angstrom
slope sB = -0.50 eV/angstrom
slope difference D = 2.00 eV/angstrom
smearing kT = 0.050 eV, T = 580 K
integer force, x < 0: -3.000 eV/angstrom
integer force, x > 0: 1.000 eV/angstrom
force jump: 4.000 eV/angstrom = 6.41 nN
x (angstrom), fA, smeared force, integer force (eV/angstrom)
 -0.20  0.9820  -2.9281  -3.000
 -0.10  0.8808  -2.5232  -3.000
 -0.05  0.7311  -1.9242  -3.000
  0.00  0.5000  -1.0000  undefined
  0.05  0.2689  -0.0758  1.000
  0.10  0.1192   0.5232  1.000
  0.20  0.0180   0.9281  1.000
kT (eV), 10-90% width (angstrom), slope dF/dx (eV/angstrom^2)
0.025  0.1099  40.00
0.050  0.2197  20.00
0.100  0.4394  10.00
10-90% width at main kT = 22.0 pm
T*S at the crossing = 0.1386 eV
area between sharp and rounded force, x > 0 = 0.1386 eV
largest error of -dE/dx = 0.895 eV/angstrom
  found at x = 0.077 angstrom (and opposite at -x)
reservoir: slope dF/dx = 25.00 eV/angstrom^2
reservoir: total force change = 4.000 eV/angstrom
coupling V = 0.100 eV, zero temperature:
  slope dF/dx = 20.00 eV/angstrom^2
verified
```
